Why One Spectral Line Has Several Einstein B Coefficients

An atom sits in a cavity filled with thermal radiation. While the atom is in its lower level 1, the radiation lifts it to its upper level 2 at some rate W. This rate could be measured by counting such events and dividing by the time spent in level 1. To predict W, one looks up the Einstein coefficient B of the line and multiplies it by the strength of the radiation. Suppose that two tables list the same line, one with B = 1.69 × 10²⁰ and the other with B = 1.06 × 10²¹, both in m³ J⁻¹ s⁻². Must one of them be wrong?

**A counter-example to a unique B**

Take a model atom with two nondegenerate levels, a transition wavelength λ = 600 nm and a transition dipole of magnitude d = 1.0 × 10⁻²⁹ C m. These are chosen parameters, not those of a particular substance. The model is also idealized. In a free atom, two nondegenerate levels both have angular momentum J = 0, and no electric dipole transition connects them. A real atomic dipole line has at least one degenerate level, a case taken up near the end. The frequency is ν = 4.997 × 10¹⁴ Hz, and the angular frequency is ω = 2πν = 3.139 × 10¹⁵ rad/s. The cavity is at T = 6000 K.

The spectral energy density can be stated per unit frequency, u_ν, or per unit angular frequency, u_ω. At the line, the thermal radiation has

u_ν = 1.443 × 10⁻¹⁵ J s m⁻³
u_ω = 2.297 × 10⁻¹⁶ J s m⁻³.

These describe the same light. A band of width dν has width dω = 2π dν on the other scale, so the same energy is divided by a number 2π times larger.

The dipole formulas proved below give two coefficients:

B_ν = d²/(6ε₀ħ²) = 1.693 × 10²⁰ m³ J⁻¹ s⁻²
B_ω = πd²/(3ε₀ħ²) = 1.063 × 10²¹ m³ J⁻¹ s⁻².

Each belongs with its own density:

B_ν u_ν = (1.693 × 10²⁰)(1.443 × 10⁻¹⁵) s⁻¹ = 2.443 × 10⁵ s⁻¹
B_ω u_ω = (1.0635 × 10²¹)(2.2973 × 10⁻¹⁶) s⁻¹ = 2.443 × 10⁵ s⁻¹.

The rates agree to the printed precision, although the coefficients differ by 2π. Both tables are right. What each must also state is the measure of radiation by which its B is to be multiplied.

The mismatched products are wrong:

B_ω u_ν = 1.535 × 10⁶ s⁻¹, too large by 2π
B_ν u_ω = 3.888 × 10⁴ s⁻¹, too small by 2π.

A check of units does not reveal this. The radian is dimensionless, so u_ν and u_ω share the unit J s m⁻³, and the two B coefficients share a unit as well.

Thermal equilibrium does reveal it. Let p₁ and p₂ be the level populations, and A the rate of spontaneous emission, here 1.305 × 10⁷ s⁻¹. For nondegenerate levels, absorption and stimulated emission have the same rate W per atom in the starting level. In a steady state, as many atoms leave level 2 as enter it:

p₂(A + W) = p₁W, so p₂/p₁ = W/(A + W).

With the correct rate,

p₂/p₁ = 2.443 × 10⁵/(1.305 × 10⁷ + 2.443 × 10⁵) = 0.01838.

This is the Boltzmann ratio exp(−hν/kT) at 6000 K, for which hν/kT = 3.997. If B_ω u_ν is used for both absorption and stimulated emission, the ratio becomes 0.1053. Solving p₂/p₁ = exp(−hν/kT′) for the temperature gives

T′ = T (hν/kT)/ln(p₁/p₂) = 6000 K × 3.997/ln(1/0.1053) ≈ 10650 K.

The opposite mismatch, B_ν u_ω, gives a ratio of 0.00297 and T′ ≈ 4120 K. An atom in equilibrium with a cavity at 6000 K can have neither temperature.

**The general statement**

The rate W and the coefficient A belong to the physical situation. B is W divided by a chosen measure of the radiation. Besides u_ν and u_ω, three other measures are useful:

- u_λ, the energy density per unit wavelength;
- J_ν = (1/4π)∫I_ν dΩ, the intensity averaged over all directions;
- F_ν = ∫I_ν dΩ, the intensity summed over all directions.

Here I_ν is power per unit area perpendicular to the ray, per unit frequency and per unit solid angle. For a collimated beam, F_ν is the spectral irradiance on a surface facing the beam. In general it is not a net flux, because opposite directions add rather than cancel.

In vacuum, for a spectrum that is flat across the line,

W = B_ν u_ν = B_ω u_ω = B_λ u_λ = B_J J_ν = B_F F_ν,

with

B_ω = 2π B_ν
B_λ = (λ²/c) B_ν
B_J = (4π/c) B_ν
B_F = B_ν/c.

Going from energy density to mean intensity therefore brings in 4π/c as one factor. The factor 1/c by itself belongs to the summed intensity, and 4π by itself is the ratio B_J/B_F. Once the measure is fixed, B is a single number for the given transition between nondegenerate levels, provided the light is isotropic and unpolarized or the atoms are randomly oriented. Otherwise W can also depend on the orientation of the dipole relative to the field, as shown below.

**Proof of the conversions**

The energy in a narrow band does not depend on how its width is expressed:

u_ν |dν| = u_ω |dω| = u_λ |dλ|.

From ω = 2πν we have |dω/dν| = 2π, hence u_ν = 2πu_ω. From ν = c/λ we have dν/dλ = −c/λ². The minus sign says that frequency falls as wavelength rises; widths are positive, so

u_λ = u_ν |dν/dλ| = (c/λ²) u_ν.

For the intensities, consider a small sphere of radius a and the rays within a solid angle dΩ about one direction. Rays that pass the centre at distances between b and b + db cross an area 2πb db. They carry the power I_ν dΩ 2πb db per unit frequency, and they stay inside for a time equal to the chord 2√(a² − b²) divided by c. The energy they hold inside the sphere is power times time. Summed over b, it is

(I_ν dΩ/c) ∫₀ᵃ 4πb √(a² − b²) db.

With s = a² − b² and ds = −2b db, the integral is 2π∫₀^{a²} √s ds = 2π(2/3)a³ = 4πa³/3, the volume of the sphere. Dividing by this volume and adding all directions gives

u_ν = (1/c)∫I_ν dΩ = F_ν/c = 4πJ_ν/c.

The intensity was allowed to depend on direction, so the relation does not require isotropic light.

Each measure is thus M = αu_ν, where α does not depend on the atom's dipole:

α = 1/(2π) for u_ω, c/λ² for u_λ, c/(4π) for J_ν, and c for F_ν.

Since W = B_ν u_ν = (B_ν/α)(αu_ν), the coefficient that belongs to M is B_ν/α. This proves the four conversions.

Factors can be combined. Mean intensity per unit angular frequency has α = c/(8π²), so its coefficient is (8π²/c)B_ν.

**Where the coefficient comes from**

The conversions presuppose that a constant rate proportional to u_ν exists. Perturbation theory shows when it does, and fixes B_ν itself.

Let a wave E cos(ω′t + φ) act on the atom, with ω′ near the atomic angular frequency ω. Let d_E be the component of the real transition dipole along the field, and write the state as c₁|1⟩ + c₂ exp(−iωt)|2⟩, with the energy of level 1 set to zero. The coupling −d_E E cos(ω′t + φ) gives

iħ dc₂/dt = −d_E E cos(ω′t + φ) exp(iωt) c₁.

Start in level 1 and keep the leading order in E, so that c₁ = 1 on the right. Splitting the cosine into exponentials,

c₂(t) = (i d_E E/2ħ) ∫₀ᵗ [exp(i(ω − ω′)t′ − iφ) + exp(i(ω + ω′)t′ + iφ)] dt′.

The second term oscillates rapidly, and its integral has magnitude at most 2/(ω + ω′). On resonance the first grows in proportion to t, and close to resonance it does so as long as |ω′ − ω|t is small. For times of many optical periods we drop the second. With Δ = ω′ − ω, the remaining integral has magnitude |sin(Δt/2)/(Δ/2)|, so

P₂ = |c₂|² = (d_E² E²/4ħ²) sin²(Δt/2)/(Δ/2)².

The electric energy density of the wave averages to ε₀E²/4 over a cycle, and the magnetic part is equal. The total is ε₀E²/2. In broadband light, the waves in a band dω′ therefore supply E² = 2u_ω dω′/ε₀. If their phases are independent, cross terms between different frequencies average to zero and the probabilities add:

P₂ = (d_E²/2ε₀ħ²) ∫u_ω sin²(Δt/2)/(Δ/2)² dω′.

The peak in the integrand has a width of order 1/t. If u_ω is constant across it, u_ω can be taken outside. Put x = Δt/2, so dω′ = (2/t)dx and (Δ/2)² = x²/t². The integral becomes 2t∫sin²x/x² dx = 2πt, with limits extended to ±∞ because the peak is narrow compared with the band. Thus

P₂/t = πd_E² u_ω/(ε₀ħ²).

It remains to average d_E². For light travelling at an angle θ to the dipole, the squared components along the two polarizations add up to d²(1 − cos²θ). Unpolarized light contributes half of this for a given total energy. Over all directions cos²θ averages to ½∫₋₁¹ μ² dμ = 1/3, so the mean of d_E² is ½d²(1 − 1/3) = d²/3. A polarized beam acting on randomly oriented atoms gives the same mean, since then d_E² = d²cos²θ, where θ now denotes the angle between the dipole and the polarization. For a polarized beam and aligned atoms the factor 1/3 must be replaced by the actual value of cos²θ.

Hence W = πd²u_ω/(3ε₀ħ²), and

B_ω = πd²/(3ε₀ħ²), B_ν = B_ω/(2π) = d²/(6ε₀ħ²).

Starting in level 2 replaces the coupling factor exp(iωt) by its complex conjugate, which leaves the probability unchanged. This is why absorption and stimulated emission have equal coefficients here.

The numerical check integrates the two-level Schrödinger equation with both exponentials retained, for each frequency of the band separately, and adds the probabilities. It takes the rate from the growth of this sum between t = 200/ω and t = 400/ω, and applies the orientation average 1/3. In units where ħ, ε₀, d and ω are 1, it finds B_ω = 1.0470, against the formula's π/3 = 1.0472. The difference is about 0.02% of the formula value.

**A single A and its several ratios to B**

The ratio A/B identifies the convention behind a tabulated coefficient. To derive it, we need the thermal energy density.

In a periodic cubic cavity of side L, the allowed wave vectors are 2π**n**/L with integer components of **n**, and the frequencies are c|**n**|/L. When L is large, the number of modes below ν is the volume of a sphere of radius νL/c, times two polarizations: (8π/3)(νL/c)³. Differentiating with respect to ν and dividing by L³ gives 8πν²/c³ modes per unit volume and frequency.

A mode holding m photons has energy mhν above its ground state and Boltzmann weight qᵐ, where q = exp(−hν/kT). The mean photon number is

n = Σ m qᵐ/Σ qᵐ = [q/(1 − q)²]/[1/(1 − q)] = q/(1 − q) = 1/(exp(hν/kT) − 1).

Multiplying mode density, photon energy and mean number gives

u_ν = (8πhν³/c³) n.

The steady state requires p₂(A + W) = p₁W. In equilibrium p₂/p₁ = q, so q(A + W) = W and

W = A q/(1 − q) = A n.

For the model atom n = 0.01872, and An = (1.305 × 10⁷ s⁻¹)(0.01872) = 2.443 × 10⁵ s⁻¹, the rate found before. Since W also equals B_ν u_ν, the factor n cancels:

A/B_ν = 8πhν³/c³.

Dividing by the conversion factors in turn,

A/B_ω = 4hν³/c³ = ħω³/(π²c³)
A/B_λ = (8πhν³/c³)(c/λ²) = 8πhc/λ⁵
A/B_J = (8πhν³/c³)(c/4π) = 2hν³/c²
A/B_F = 8πhν³/c².

In the line for B_ω, h = 2πħ and ν = ω/(2π) were used, and in the line for B_λ, ν = c/λ. These ratios contain no temperature. Although equilibrium was used to find them, A and B do not depend on how much radiation is present, so the ratios also hold when the radiation is not thermal. They do presuppose the mode density derived above, that of a large empty cavity or free space. Close to a mirror, or in a cavity about as small as the wavelength, A can be different.

Inserting B_ν gives A. First,

8πhν³/c³ = 8π(2πħ)(ω³/8π³)/c³ = 2ħω³/(πc³),

and therefore

A = [2ħω³/(πc³)][d²/(6ε₀ħ²)] = ω³d²/(3πε₀ħc³).

Starting from any other B and its own ratio gives the same A, because the conversion factor enters once in B and once, inverted, in A/B.

For the two tables of the opening, A/B_ν = 7.71 × 10⁻¹⁴ J s m⁻³ and A/B_ω = 1.23 × 10⁻¹⁴ J s m⁻³. If a table also lists A, dividing it by B and comparing with these values shows which density is meant. For degenerate levels, the B in these ratios is the one for stimulated emission.

**The intensity conventions in the example**

The frequency was obtained from ν = c/λ, so the value of c in use can be read back as c = λν = (6.00 × 10⁻⁷ m)(4.997 × 10¹⁴ s⁻¹) = 2.998 × 10⁸ m/s. The remaining coefficients are

B_F = B_ν/c = 5.646 × 10¹¹ m² J⁻¹ s⁻¹
B_J = 4πB_F = 7.095 × 10¹² m² J⁻¹ s⁻¹
B_λ = (λ²/c)B_ν = 0.20325 m⁴ J⁻¹ s⁻¹.

Their measures are F_ν = 4.327 × 10⁻⁷ J m⁻², J_ν = 3.444 × 10⁻⁸ J m⁻² per steradian, and u_λ = 1.202 × 10⁶ J m⁻⁴. Again

B_F F_ν = B_J J_ν = B_λ u_λ = 2.443 × 10⁵ s⁻¹.

When the steradian is omitted, B_J and B_F have the same unit. The mismatched product B_J F_ν = 3.070 × 10⁶ s⁻¹ is too large by 4π, and units again give no warning. Confusing B_ν with B_F, by contrast, leaves a stray m/s or s/m in the result.

**How much a mismatch matters, and where the rates fail**

Let a mismatch multiply both induced rates by s. The steady state then has p₂/p₁ = sn/(1 + sn), which is the equilibrium ratio for a photon number sn instead of n. When hν is much smaller than kT, n ≈ kT/(hν). If sn is also large, the false temperature is close to sT, while both population ratios are close to 1. When n and sn are both small, n ≈ exp(−hν/kT), and hence

hν/kT′ ≈ hν/kT − ln s.

The population ratio is then wrong by nearly the full factor s, but T′/T tends to 1 as hν/kT grows. A modest error in an inferred temperature can therefore hide a large error in the rate.

If the levels have degeneracies g₁ and g₂, B₁₂ for absorption and B₂₁ for stimulated emission need not be equal. As T grows without limit, p₂/p₁ tends to g₂/g₁, and A becomes negligible beside B₂₁u_ν. Balance then requires g₂B₂₁ = g₁B₁₂. For the 1s–2p line of hydrogen, spin aside, g₁ = 1 and g₂ = 3. With d taken as the dipole between 1s and one 2p sublevel, the dipole formulas above give A and B₂₁, while B₁₂ is three times larger. This ratio of degeneracies is separate from the choice of measure: the factors 2π, λ²/c, 4π/c and 1/c apply to both coefficients alike.

If weak incoherent light has structure within the line, one value of u_ν is not enough. The rate becomes W = B_ν∫g_ν u_ν dν, where g_ν is the line profile with unit area over ν. The profile must be converted too: g_ν = 2πg_ω, because g_ν dν = g_ω dω. Then

B_ν∫g_ν u_ν dν = B_ν∫(2πg_ω)u_ω dω = B_ω∫g_ω u_ω dω,

and the rate is again independent of the convention.

For a single coherent wave on resonance, at times short compared with 1/A and any other damping time, the constant rate itself is lost. Setting Δ = 0 in the result for P₂ gives P₂ = (d_E Et/2ħ)², which grows as t² at early times. No choice of B turns this into a constant rate. The broadband result P₂ = Wt also needs Wt ≪ 1, since c₁ was held at 1, and At ≪ 1, since spontaneous decay was left out. In the example A/W = 1/n ≈ 53, so the second condition is the stricter. Over longer times in broadband light, the rate equations for p₁ and p₂ must be used.

Calculated quantities

```
wavelength = 600.0 nm
transition dipole = 1.000e-29 C m
temperature = 6000.0 K
frequency nu = 4.99654e+14 Hz
angular frequency omega = 3.13942e+15 rad/s
A = 1.30494e+07 s^-1
h nu/(k T) = 3.99660 (no unit)
mean occupation n = 0.018722 (no unit)
A*n = 2.44311e+05 s^-1
B_nu = 1.69257e+20 m^3 J^-1 s^-2
B_omega = 1.06348e+21 m^3 J^-1 s^-2
B_lambda = 2.03250e-01 m^4 J^-1 s^-1
B_J = 7.09475e+12 m^2 J^-1 s^-1
B_F = 5.64582e+11 m^2 J^-1 s^-1
u_nu = 1.44343e-15 J s m^-3
u_omega = 2.29729e-16 J s m^-3
u_lambda = 1.20203e+06 J m^-4
J = 3.44355e-08 J m^-2 (per sr)
F = 4.32729e-07 J m^-2
rate from B_nu = 2.44311e+05 s^-1
rate from B_omega = 2.44311e+05 s^-1
rate from B_lambda = 2.44311e+05 s^-1
rate from B_J = 2.44311e+05 s^-1
rate from B_F = 2.44311e+05 s^-1
B_omega/B_nu = 6.283185 (no unit)
B_J/B_F = 12.566371 (no unit)
A/B_nu = 7.70978e-14 J s m^-3
A/B_omega = 1.22705e-14 J s m^-3
wrong rate B_omega*u_nu = 1.53505e+06 s^-1
wrong rate B_nu*u_omega = 3.88833e+04 s^-1
wrong rate B_J*F = 3.07010e+06 s^-1
correct p2/p1 = 0.018378 (no unit)
p2/p1 from B_omega*u_nu = 0.105253 (no unit)
p2/p1 from B_nu*u_omega = 0.002971 (no unit)
false T, B_omega*u_nu = 10651.0 K
false T, B_nu*u_omega = 4121.0 K
simulated B_omega = 1.046956 (scaled units)
formula B_omega = 1.047198 (scaled units)
simulated B_nu = 0.166628 (scaled units)
formula B_nu = 0.166667 (scaled units)
cavity modes counted/formula = 0.998961
oscillator A/classical decay = 1.000000000
```
